# Why the fall-off of silane decomposition lies below the Lindemann curve

## 1. Definitions and conventions

Silane decomposes in the gas phase by SiH₄ → SiH₂ + H₂. A molecule of internal energy \(E\) reacts at the microcanonical rate \(k(E)\), which is zero below a threshold and positive above it. Collisions with the surrounding gas occur at the rate \(\omega\), taken to be independent of \(E\) and proportional to pressure at fixed temperature.

The energies are grouped into a finite set of states \(i\) with rates \(k_i\) and thermal populations \(f_i>0\), where \(\sum_i f_i=1\). Two sums over them set the limits of the fall-off curve:

\[
F=\sum_{k_i>0}f_i ,\qquad k_\infty=\sum_i f_i k_i .
\]

\(F\) is the thermal fraction of molecules able to react, and \(k_\infty\) is the high-pressure rate. Energies are in eV, pressures in Torr and rates in s⁻¹. Only the forward gas-phase step is treated.

The claim concerns the Lindemann curve

\[
k_L=\frac{k_0k_\infty}{k_0+k_\infty},\qquad\text{equivalently}\qquad \frac1{k_L}=\frac1{k_0}+\frac1{k_\infty},
\]

where \(k_0\), proportional to \(\omega\), is the true low-pressure limit of the rate.

## 2. The strong-collision rate and its limits

A strong collision gives the molecule a new energy drawn from \(f\), whatever its energy was before. Let \(n_i\) be the population of state \(i\) per reactant molecule. In the steady state the supply by collisions balances the loss by collisions and reaction:

\[
\omega f_i=(\omega+k_i)n_i .
\]

The total rate is therefore

\[
k_{\rm uni}=\sum_i k_in_i=\sum_i f_i\,\frac{\omega k_i}{\omega+k_i}.
\]

The supply term assumes a total population of one, whereas the solution gives

\[
\sum_i n_i=\sum_i f_i\left(1-\frac{k_i}{\omega+k_i}\right)=1-\frac{k_{\rm uni}}{\omega}.
\]

Each reactive state contributes at most \(\omega f_i\) to the rate, so \(k_{\rm uni}/\omega\le F\). The inconsistency is negligible when few molecules are reactive.

As \(\omega\to0\), \(\omega k_i/(\omega+k_i)\to\omega\) for every reactive state, while nonreactive states contribute nothing. Hence \(k_0=\omega F\): every molecule lifted above the threshold reacts before its next collision. As \(\omega\to\infty\), the same fraction tends to \(k_i\), and the rate tends to \(k_\infty\): collisions maintain the thermal distribution.

## 3. The inequality from concavity

Define \(g(k)=\omega k/(\omega+k)\). Its derivatives are

\[
g'(k)=\frac{\omega^2}{(\omega+k)^2},\qquad
g''(k)=-\frac{2\omega^2}{(\omega+k)^3}<0 ,
\]

so \(g\) is concave. The choice of average now matters. Over all molecules the mean of \(k\) is \(k_\infty\), and Jensen's inequality gives

\[
k_{\rm uni}\le\frac{\omega k_\infty}{\omega+k_\infty}.
\]

This is true but weak. At low pressure it allows a rate \(\omega\), as if every collision led to reaction, and it does not contain \(k_0\).

The average must run over the reactive molecules alone. For any quantity \(a\), let

\[
\langle a\rangle=\frac1F\sum_{k_i>0}f_ia_i,\qquad m=\langle k\rangle=\frac{k_\infty}{F}.
\]

The factor \(1/F\) normalises the weights. Since \(g(0)=0\), leaving out the nonreactive states does not change the rate, and \(k_{\rm uni}=F\langle g(k)\rangle\). Jensen's inequality now gives

\[
k_{\rm uni}\le Fg(m)=\frac{F\omega\,(k_\infty/F)}{\omega+k_\infty/F}
=\frac{\omega F\,k_\infty}{\omega F+k_\infty}=k_L .
\]

The third form follows on multiplying numerator and denominator by \(F\). The two Lindemann limits belong to a fictitious molecule whose reactive states all react at the same rate \(m\).

## 4. The size of the gap

The deficit can be written in closed form. First,

\[
g(m)-g(k)=\frac{\omega\,[m(\omega+k)-k(\omega+m)]}{(\omega+m)(\omega+k)}
=\frac{\omega^2(m-k)}{(\omega+m)(\omega+k)} .
\]

Add the tangent term \(g'(m)(k-m)\), whose average vanishes because \(\langle k\rangle=m\):

\[
\begin{aligned}
g(m)+g'(m)(k-m)-g(k)
&=\frac{\omega^2(k-m)}{\omega+m}\left[\frac1{\omega+m}-\frac1{\omega+k}\right]\\
&=\frac{\omega^2(k-m)^2}{(\omega+m)^2(\omega+k)} .
\end{aligned}
\]

Averaging and multiplying by \(F\) gives

\[
k_L-k_{\rm uni}=\frac{F\omega^2}{(\omega+m)^2}\left\langle\frac{(k-m)^2}{\omega+k}\right\rangle\ge0 .
\]

This proves the inequality a second time, without Jensen's theorem. At finite \(\omega>0\) equality holds only if \(k=m\) in every reactive state. With strong collisions, the cause of the deficit is thus the spread of \(k\) among reactive molecules.

The approach to high pressure shows the same cause. When \(\omega\) is large compared with all rates that matter in \(\langle k^2\rangle\), \(g(k)\approx k-k^2/\omega\), and

\[
k_{\rm uni}\approx k_\infty-\frac{F\langle k^2\rangle}{\omega},\qquad
k_L\approx k_\infty-\frac{Fm^2}{\omega}.
\]

To this order the true rate falls away from \(k_\infty\) faster than the Lindemann rate by the factor \(\langle k^2\rangle/m^2\).

## 5. Weak collisions

Real collisions transfer limited energy, and the formula of Section 2 then fails. The bound survives if the collisions obey detailed balance and connect all states.

Let \(R_{ij}\) be the probability per collision of a transition \(j\to i\). Detailed balance means that \(w_{ij}=R_{ij}f_j\) is symmetric. With \(s_i=\sqrt{f_i}\) and populations written as \(n_i=s_iy_i\), the master equation becomes

\[
\frac{dy}{dt}=-(\omega J+K)y,\qquad K_{ij}=k_i\delta_{ij},
\]

\[
J_{ii}=\sum_{j\ne i}\frac{w_{ij}}{f_i},\qquad J_{ij}=-\frac{w_{ij}}{s_is_j}\quad(i\ne j).
\]

Collecting terms in pairs gives

\[
\langle\psi|J|\psi\rangle=\frac12\sum_{i\ne j}w_{ij}\left(\frac{\psi_i}{s_i}-\frac{\psi_j}{s_j}\right)^2\ge0 .
\]

This vanishes only for \(\psi\) proportional to \(s\), because all states are connected. In particular \(Js=0\): collisions leave the thermal distribution unchanged. Since \(\langle s|K|s\rangle=k_\infty>0\), the operator \(A=\omega J+K\) is positive definite.

**Rate as inverse lifetime.** A thermal start has \(y(0)=s\). The surviving fraction is \(\sum_i n_i=\langle s|y\rangle\), and its time integral is the mean lifetime

\[
\tau=\int_0^\infty\langle s|e^{-At}|s\rangle\,dt=\langle s|A^{-1}|s\rangle .
\]

The rate is defined as \(1/\tau\).

**Its limits.** At low pressure, write \(\omega\tau=\langle s|\phi\rangle\) with \((J+K/\omega)\phi=s\). As \(\omega\to0\), the large term \(K/\omega\) forces \(\phi\) to vanish on reactive states. On the nonreactive states, marked by the subscript \(n\), there remains

\[
J_{nn}\chi_n=s_n,\qquad \tau_0=\langle s|\chi\rangle,
\]

where \(\chi\) is zero on reactive states. Hence \(k_0=\omega/\tau_0\). At high pressure, \(A^{-1}s\) tends to a multiple \(a\,s\). Projecting \(A(A^{-1}s)=s\) on \(s\) and using \(Js=0\) gives \(a k_\infty=1\), so \(1/\tau\to k_\infty\).

**The bound.** The Cauchy–Schwarz inequality for \(A^{-1/2}s\) and \(A^{1/2}\psi\) gives, for every nonzero \(\psi\),

\[
\tau\ge\frac{\langle s|\psi\rangle^2}{\langle\psi|A|\psi\rangle}.
\]

Choose \(\psi=\chi/\omega+s/k_\infty\). Since \(\langle s|s\rangle=1\), its overlap with \(s\) is

\[
D=\frac{\tau_0}{\omega}+\frac1{k_\infty}.
\]

In the denominator, \(Js=0\) removes \(s\) from the collision part, and \(K\chi=0\) removes \(\chi\) from the reaction part. Also \(\langle\chi|J|\chi\rangle=\langle\chi_n|s_n\rangle=\tau_0\). Therefore

\[
\langle\psi|A|\psi\rangle=\omega\,\frac{\tau_0}{\omega^2}+\frac{k_\infty}{k_\infty^2}=D,
\qquad
\tau\ge\frac{D^2}{D}=\frac1{k_0}+\frac1{k_\infty}.
\]

This is the Lindemann bound for the rate \(1/\tau\). With weak collisions a deficit can remain even if all reactive states share one rate.

The late-time decay rate is the smallest eigenvalue \(\lambda\) of \(A\). Expanding \(s\) in eigenvectors shows that \(\tau\) is a weighted mean of inverse eigenvalues, so \(\tau\le1/\lambda\). Hence \(\lambda\le1/\tau\), and \(\lambda\) lies below the same curve.

**Return to strong collisions.** Here \(J=1-|s\rangle\langle s|\). Solving \(A\phi=s\) with \(\tau=\langle s|\phi\rangle\) gives \(\phi_i=s_i(1+\omega\tau)/(\omega+k_i)\). Thus

\[
\tau=(1+\omega\tau)\sum_i\frac{f_i}{\omega+k_i}
=\frac{1+\omega\tau}{\omega}\left(1-\frac{k_{\rm uni}}{\omega}\right),
\]

where the sum was taken from Section 2. Multiplying by \(\omega\) and collecting \(\tau\) gives \(\tau k_{\rm uni}=1-k_{\rm uni}/\omega\), or

\[
\tau=\frac1{k_{\rm uni}}-\frac1\omega .
\]

The relative difference between \(1/\tau\) and \(k_{\rm uni}\) is again of order \(k_{\rm uni}/\omega\).

## 6. The limits must be true limits

Suppose that \(k_0\) is not the limit but is set equal to the rate \(k_1\) observed at one finite pressure. At that pressure the fitted curve gives \(k_1k_\infty/(k_1+k_\infty)\), which is too low:

\[
\frac{k_1}{k_1k_\infty/(k_1+k_\infty)}=1+\frac{k_1}{k_\infty}>1 .
\]

A measured rate above a Lindemann curve fitted in this way does not contradict the theorem.

## 7. Silane at 1000 K

**Model.** The microcanonical rate is

\[
k(E)=\frac{L\,W^\ddagger(E-E_0)}{h\rho(E)},
\]

with \(W^\ddagger\) the number of transition-state levels up to the excess energy, \(\rho\) the density of states of the molecule, \(L=12\) the path degeneracy and \(E_0=2.40\) eV. The vibrations are harmonic. Three-dimensional rotation shares energy freely with them, with equal moments of inertia in molecule and transition state. The mode energies, listed in the numerical output, and the other parameters are rough typical values for silane.

Inserting \(f\propto\rho\,e^{-E/k_BT}\) into \(k_\infty\) cancels \(\rho\). Integration by parts of \(W^\ddagger\) then gives

\[
k_\infty=L\,\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}\,e^{-E_0/k_BT},
\]

where the rotational factors cancel and \(Q^\ddagger,Q\) are vibrational partition functions. This yields 196.97 s⁻¹, against 196.89 s⁻¹ from the sum over energy grains 0.01 eV wide.

For hard spheres of collision diameter \(d=0.45\) nm in nitrogen, \(\omega=\pi d^2\bar v\,p/(k_BT)\), with mean relative speed \(\bar v=1190\) m/s. This is \(7.309\times10^6\) s⁻¹ per Torr.

**Arithmetic at 20 Torr.** The reactive fraction is \(F=3.373\times10^{-7}\), so

\[
m=\frac{196.89}{3.373\times10^{-7}}=5.84\times10^8\ {\rm s^{-1}},\qquad
\omega=20\times7.309\times10^6=1.462\times10^8\ {\rm s^{-1}},
\]

\[
k_0=\omega F=49.3\ {\rm s^{-1}},\qquad
k_L=\frac{49.31\times196.89}{49.31+196.89}=39.4\ {\rm s^{-1}} .
\]

The strong-collision sum gives only 20.0 s⁻¹. The bound from averaging over all molecules would be 196.9 s⁻¹, which is no help here. If \(k_0\) were fitted at this pressure, the true rate would exceed the fitted curve by the factor \(1+19.97/196.89=1.10\).

| \(p\) (Torr) | \(k_0\) (s⁻¹) | \(k_{\rm uni}\) (s⁻¹) | \(k_L\) (s⁻¹) | ratio |
|---:|---:|---:|---:|---:|
| 0.3 | 0.740 | 0.669 | 0.737 | 0.91 |
| 20 | 49.3 | 20.0 | 39.4 | 0.51 |
| 80 | 197 | 43.9 | 98.5 | 0.45 |
| 760 | 1874 | 107 | 178 | 0.60 |

A finer energy grid lowers \(k_{\rm uni}\) at 0.3 Torr by 0.4%, which brings that ratio to 0.90, while the rates at 20 and 760 Torr change by less than 0.1%. The fraction \(F\) rises by 0.08%, to \(3.376\times10^{-7}\).

At 80 Torr the two limits are equal, and \(k_L\) is half of \(k_\infty\). The true rate is less than half of that Lindemann value.

The gap formula explains the size of the deficit. \(k(E)\) starts from zero at the threshold, growing as the 3/2 power of the excess energy, and reaches about \(10^{11}\) s⁻¹ at 1 eV above the barrier. The value \(1.5\times10^6\) s⁻¹ in the first reactive grain is set by the grain width and falls almost threefold when the grain is halved. Its rms spread over reactive molecules is \(5.15\,m\), so \(\langle k^2\rangle/m^2=1+5.15^2\approx27.5\). Even at 0.3 Torr, \(\omega=2.2\times10^6\) s⁻¹ exceeds the slowest reactive rates, and some excited molecules are deactivated before they react. At 760 Torr the high-pressure expansion is not yet usable: its predicted relative deficit, \(27.5\,m/\omega\approx2.9\), exceeds one.

**Weak collisions.** Downward transitions are now weighted by an exponential in the energy lost, with a decay constant of 0.05 eV. The mean downward step is 0.05 eV on a fine grid and 0.055 eV on this one. Upward transitions follow from detailed balance. The total probability per collision, including that of no energy change, is set to one at the threshold. It stays within about 4% of one between 1 and 4 eV, but on this grid reaches about 1.7 near 0.1 eV, where the effective collision rate therefore exceeds \(\omega\). With a grain of 0.0025 eV the peak there is about 1.8, and the lowest grain reaches about 2.1. The bound does not need a constant total: detailed balance and collisions that connect all states are enough.

| \(p\) (Torr) | \(k_0\) (s⁻¹) | \(1/\tau\) (s⁻¹) | Lindemann (s⁻¹) | ratio |
|---:|---:|---:|---:|---:|
| 0.3 | 0.0666 | 0.0623 | 0.0666 | 0.93 |
| 20 | 4.44 | 2.64 | 4.35 | 0.61 |
| 760 | 169 | 30.1 | 90.9 | 0.33 |

Each Lindemann value uses the weak-collision \(k_0\), which is 0.090 of the strong-collision one. The last digits depend on the energy grid: reducing the grain to 0.0025 eV raises \(k_0\) by about 0.7% and changes \(1/\tau\) by \(-0.1\%\), \(+0.4\%\) and \(+0.3\%\) at 0.3, 20 and 760 Torr. The inequality was also tested at seven pressures from \(10^{-2}\) to \(10^4\) Torr and held at each. At 20 Torr the slowest eigenvalue and the inverse lifetime agree to the five printed digits, 2.6403 s⁻¹.

## 8. What the numbers mean for a reactor

The pressures correspond roughly to low-pressure, reduced-pressure and atmospheric deposition. A temperature of 1000 K is within the broad range used for silicon growth from silane. At 20 Torr, replacing strong by weak collisions alters the rate more than any other change to the model tried here. With the assumed energy step, weak collisions lower the rate to 0.093, 0.13 and 0.28 of its strong-collision value at 0.3, 20 and 760 Torr. At 20 Torr the weak-collision lifetime is \(1/2.64=0.38\) s, while the Lindemann curve with the same limits gives \(1/4.35=0.23\) s. For these parameters, using that curve would overestimate gas-phase decomposition. Hydrogen as carrier gas would change the collision rate and favour recombination of SiH₂ with H₂. That reverse step and reactions on the walls are left out, so these rates do not predict film growth.

Other approximations were varied one at a time at 20 Torr, with strong collisions and all other settings fixed:

- Raising the barrier by 0.05 eV multiplies the rate by 0.61. The ratio to the Lindemann curve hardly moves, from 0.51 to 0.49.
- Lowering the molecule's stretching quanta from 0.27 to 0.26 eV, a rough stand-in for anharmonicity, raises the rate by 4%.
- If rotational energy cannot assist reaction, the rate falls to about 0.27 of its former value (printed as 0.29 because of the grid effect described below) and the ratio rises to 0.95. There are then fewer reactive states, so \(F\) falls and \(m=k_\infty/F\) rises about eightfold. The same pressure lies nearer the low-pressure limit, but this shift alone would raise the ratio only to about 0.74. The rest comes from the loss of slow reactive states: without rotation every reactive state has \(k>\omega\), whereas with it 64% of the reactive population has \(k<\omega\). The printed 6% rise in \(k_\infty\) is a grid effect: placing discrete vibrational levels at grain centres lowers the effective barrier by half a grain, which introduces the factor \(e^{0.005/0.08617}=1.06\). If each level is instead spread evenly about its exact energy, the rise in \(k_\infty\) disappears and \(F\) and the rate at 20 Torr drop by about 5%, which gives the 0.27 quoted. That value depends on the smoothing: with strictly discrete levels, those exactly at the threshold count fully in \(F\) and the rate stays near 0.29. Conservation of angular momentum is not treated in either version.
- Tunnelling through an inverted parabolic barrier of quantum 0.12 eV, allowed down to 0.10 eV below its top, raises the rate by 15%. The ratio falls to 0.30.

The last case shows how much depends on the low-pressure limit. Tunnelling adds states that react slowly. They count fully in \(F\), yet at 20 Torr most of them are deactivated first. The Lindemann curve therefore rises by the factor \(1.151\times0.506/0.304=1.9\), far more than the true rate. The cut-off represents the ground level of the products, below which reaction is impossible by energy conservation. Its depth of 0.10 eV is an assumption. In real silane the products may lie closer to the barrier top, which would leave less room for tunnelling, so this case shows a sensitivity of the model and does not estimate tunnelling in silane. Without any cut-off every state would count as reactive, \(F\) would be one, and the bound would remain true but say little at ordinary pressures.

## Values computed for the example and the checks

```
temperature 1000 K, kT = 0.08617 eV
molecule mode energies (eV): [0.27, 0.27, 0.27, 0.27, 0.12, 0.12, 0.11, 0.11, 0.11]
transition-state modes (eV): [0.27, 0.27, 0.24, 0.2, 0.13, 0.11, 0.1, 0.08]
barrier 2.40 eV, path degeneracy 12
grain 0.01 eV, highest energy 7.0 eV
masses 32.1 and 28.0 u, collision diameter 0.45 nm
mean relative speed 1190 m/s
collision rate per Torr 7.309e+06 1/s
k(E) in first reactive grain 1.457e+06 1/s
k(E) about 0.5 eV above barrier 8.164e+09 1/s
k(E) about 1.0 eV above barrier 9.871e+10 1/s
reactive fraction F = 3.373e-07
mean k over reactive states m = 5.837e+08 1/s
rms spread of k over reactive states / m = 5.15
high-pressure rate kinf = 196.89 1/s
kinf from partition functions = 196.97 1/s
change of k_uni at 20 Torr on halving grain = 0.02 %
pressure where k0 = kinf: 80 Torr
strong collisions: p (Torr), omega, k0, k_uni, k_L (1/s), k_uni/k_L
  0.3  2.193e+06  0.7397  0.6689  0.7369  0.908
  20.0  1.462e+08  49.31  19.97  39.43  0.506
  760.0  5.555e+09  1874  107.2  178.2  0.602
  79.9  5.837e+08  196.9  43.93  98.45  0.446
all-molecule Jensen bound at 20 Torr = 196.89 1/s
true / Lindemann with k0 fitted at 20 Torr = 1.1014
weak collisions: mean downward step 0.05 eV
  low-pressure k0 weak / k0 strong = 0.090
  p (Torr), k0, rate, own Lindemann (1/s), ratio, rate/strong rate
  0.3  0.06664  0.06227  0.06662  0.935  0.093
  20.0  4.443  2.64  4.345  0.608  0.132
  760.0  168.8  30.14  90.89  0.332  0.281
  20 Torr: eigenvalue 2.6403, 1/lifetime 2.6403 1/s
neglected effects at 20 Torr, strong collisions:
  variant, k_uni / base k_uni, kinf / base kinf, k_uni/k_L
  barrier +0.05 eV: 0.611  0.560  0.493
  rotation inert: 0.288  1.060  0.945
  stretches 0.26 eV: 1.042  0.978  0.499
  tunnelling: 1.151  1.082  0.304
  tunnelling: barrier quantum 0.12 eV, products 0.10 eV below top
```
